# Carrier Freeze-Out in Compensated Donor Layers: The Two Low-Temperature Slopes, part 1

(Sections cited here and not found follow in the second part.)

## First half: from charge neutrality to the local slope

An n-type layer contains $N_D$ donors and $N_A$ acceptors per unit volume, with $0\le N_A<N_D$. Each donor can bind one electron with energy $E_d$ below the conduction-band edge $E_c$. Each acceptor has taken up an electron and stays negative at every temperature considered. The layer is uniform, neutral and in thermal equilibrium, and the donors do not interact with one another. The free-electron density is $n$, the Fermi level is $E_F$, and $k$ is Boltzmann's constant.

As the layer is cooled, electrons return from the band to the donors. This is freeze-out. It is usually displayed as $\ln n$ against $1/kT$, and the quantity read from such a plot is the energy

$$
S=-\frac{d\ln n}{d(1/kT)} .
$$

The problem is to find how $S$ is related to $E_d$, and what part the density $N_A$ plays in that relation.

### (a) Express the free-electron density through the Fermi level for a band with six ellipsoidal valleys, as in silicon.

**Solution.** Near the bottom of one valley the electron energy is

$$
E=E_c+\frac{\hbar^2}{2}\left(\frac{k_1^2}{m_l}+\frac{k_2^2+k_3^2}{m_t}\right),
$$

where $m_l$ and $m_t$ are the longitudinal and transverse masses, and $k_1,k_2,k_3$ are measured from the valley centre. Define $\eta=(E_F-E_c)/kT$. If $E_F$ lies several $kT$ below the band edge, the Fermi function reduces to the Boltzmann factor $e^{(E_F-E)/kT}$. A unit volume has $d^3k/(2\pi)^3$ orbital states in the element $d^3k$. With two spins and six valleys,

$$
n=\frac{12}{(2\pi)^3}\,e^{\eta}\int d^3k\;
\exp\!\left[-\frac{\hbar^2}{2kT}\left(\frac{k_1^2}{m_l}+\frac{k_2^2+k_3^2}{m_t}\right)\right].
$$

The integral is a product of three Gaussians, each of the form

$$
\int_{-\infty}^{\infty}\exp\!\left(-\frac{\hbar^2k^2}{2mkT}\right)dk=\frac{\sqrt{2\pi m kT}}{\hbar},
$$

in which the $k$ beside $T$ is Boltzmann's constant and the other is the wave number. The product is $(2\pi kT)^{3/2}\sqrt{m_lm_t^2}/\hbar^3$. Division by $(2\pi)^3$ leaves

$$
n=N_c\,e^{\eta},\qquad
N_c=2\left(\frac{m_{\rm dos}kT}{2\pi\hbar^2}\right)^{3/2},\qquad
m_{\rm dos}^{3/2}=6\sqrt{m_lm_t^2}.
$$

The anisotropy of the mass is therefore included in the density through $m_{\rm dos}$. What matters for the slopes is that $N_c\propto T^{3/2}$.

The error of the Boltzmann factor follows from the next term of the Fermi function. With $x=(E-E_c)/kT$,

$$
\frac{1}{e^{x-\eta}+1}=e^{\eta-x}-e^{2\eta-2x}+\cdots .
$$

The factor $e^{-2x}$ is a Boltzmann factor at half the temperature, so its integral is smaller by $2^{-3/2}$. Hence $n=N_c(e^\eta-2^{-3/2}e^{2\eta}+\cdots)$, and the leading relative correction is $n/(2^{3/2}N_c)$. The treatment needs this ratio to be small.

### (b) Find the ratio of ionized to neutral donors.

**Solution.** Take one donor in contact with the electron reservoir. In the grand canonical ensemble, a state with $\nu$ electrons and energy $E$ has weight $e^{(\nu E_F-E)/kT}$. The empty donor has weight 1. The occupied donor has energy $E_c-E_d$ and may hold either spin, so each of its two states has weight

$$
e^{[E_F-(E_c-E_d)]/kT}=e^{\eta+E_d/kT}.
$$

A second electron on the same donor is repelled by the first. It is bound by an energy $E_2$ of only a few meV in silicon, a rough figure. The doubly occupied state is a spin singlet of weight $e^{2\eta+(E_d+E_2)/kT}$. Relative to the neutral donor this is

$$
\frac{e^{2\eta+(E_d+E_2)/kT}}{2e^{\eta+E_d/kT}}=\frac{n}{2N_c}\,e^{E_2/kT},
$$

which is small in a non-degenerate layer when $kT$ is comparable with $E_2$ or larger. It stays small on further cooling: apart from powers of $T$, $n/N_c$ falls at least as fast as $e^{-E_d/2kT}$, as part (d) will show, and $E_2$ is far below $E_d/2$.

Neutrality sets a further condition, because a doubly occupied donor is a negative charge. Such donors must also be few compared with the ionized donors. If the density of neutral donors is $N_D^0$, the ratio of doubly occupied donors to free electrons is $N_D^0e^{E_2/kT}/(2N_c)$, which grows on cooling. With acceptors present this does no harm at low temperature, since the ionized donors then number at least $N_A$ while the doubly occupied ones die out. Without acceptors the condition fails in the end: for $10^{16}$ donors per $\mathrm{cm^3}$ in silicon and $E_2=2$ meV, the ratio is 0.02 at 25 K but 0.3 at 10 K. The state is left out here, so results for $N_A=0$ apply only while this ratio is small.

With $N_D^+$ ionized and $N_D^0$ neutral donors per unit volume, the weights give

$$
\frac{N_D^+}{N_D^0}=\frac{1}{2e^{\eta+E_d/kT}} .
$$

Now replace $e^\eta$ by $n/N_c$:

$$
\frac{N_D^+}{N_D^0}=\frac{K}{n},\qquad
K(T)=\frac{N_c(T)}{2}\,e^{-E_d/kT}.
$$

The quantity $K$ has the dimension of a density. Written as $nN_D^+=KN_D^0$, the result is a law of mass action for the reaction in which a neutral donor splits into a free electron and an ionized donor. The 2 in $K$ is the number of spin states of the neutral donor. It favours the neutral side.

### (c) Use neutrality to obtain a closed formula for $n$.

**Solution.** The positive charges are the ionized donors. The negative charges are the free electrons and the acceptors. Holes are neglected. Thus

$$
N_D^+=n+N_A .
$$

The remaining donors are neutral:

$$
N_D^0=N_D-N_D^+=M-n,\qquad M=N_D-N_A .
$$

Here $M$ is the density of electrons shared between donors and band, since $N_A$ of the donor electrons sit permanently on acceptors. Inserting both expressions into the law of mass action gives

$$
\frac{n(n+N_A)}{M-n}=K .
$$

On $0<n<M$ the left side rises steadily from zero to infinity, because its numerator grows and its denominator shrinks. There is therefore one solution for each $K>0$. Since $K$ grows with temperature, so does $n$.

To solve for $n$, multiply out:

$$
n^2+(K+N_A)n-KM=0 .
$$

The positive root is

$$
n=\frac{-(K+N_A)+\sqrt{(K+N_A)^2+4KM}}{2}.
$$

If $N_A>0$, this becomes at low temperature a small difference of nearly equal numbers, which is bad for numerical work. Multiply numerator and denominator by $(K+N_A)+\sqrt{(K+N_A)^2+4KM}$. The numerator becomes $4KM$, and

$$
n=\frac{2KM}{K+N_A+\sqrt{(K+N_A)^2+4KM}} .
$$

Part (b) used an average occupation for each donor. An independent test fixes the number of electrons instead and sums over all their distributions between band and donors, each with its number of arrangements and its Boltzmann factor. For $10^6$ donors, $10^4$ acceptors, $E_d=15\,kT$ and $K$ equal to $10^3$, $10^4$ and $10^5$ particles in the sample volume, the mean number of free electrons agreed with the formula to within 2 parts in $10^4$.

### (d) Find the limiting laws for $n$ below and above $N_A$, their errors, and their slopes.

**Solution.** Write the quadratic equation as

$$
KM=n\,(n+N_A+K).
$$

Dividing by $N_An$ gives

$$
\frac{KM/N_A}{n}=1+\frac{n+K}{N_A}.
$$

If $n\ll N_A$ and $K\ll N_A$, the right side is close to 1 and

$$
n\simeq\frac{M}{N_A}K=\frac{N_D-N_A}{N_A}\,\frac{N_c}{2}\,e^{-E_d/kT}.
$$

I call this the low branch. The second condition is not idle. From the law of mass action,

$$
\frac{K}{N_A}=\frac{n}{M-n}\left(1+\frac{n}{N_A}\right),
$$

so $n$ must also be small compared with $M$. In a strongly compensated layer, where $M\ll N_A$, the density $n$ is below $N_A$ even when all the available electrons are free.

Dividing the same equation by $n^2$ gives

$$
\frac{KM}{n^2}=1+\frac{N_A+K}{n}.
$$

If $N_A\ll n$ and $K\ll n$, then

$$
n\simeq\sqrt{KM}=\sqrt{\frac{(N_D-N_A)N_c}{2}}\;e^{-E_d/2kT}.
$$

I call this the square-root branch. Since $K/n=(n+N_A)/(M-n)$, its two conditions combine into $N_A\ll n\ll M$. There must be room between $N_A$ and $M$ for such densities, so this branch requires weak compensation.

For the slopes, set $\beta=1/kT$. Then $\ln T=-\ln\beta+\text{constant}$, and

$$
-\frac{d\ln T}{d\beta}=\frac1\beta=kT .
$$

Because $\ln K=\text{constant}+\tfrac32\ln T-\beta E_d$,

$$
-\frac{d\ln K}{d\beta}=E_d+\tfrac32kT .
$$

On the low branch $n\propto K$, so $S=E_d+\tfrac32kT$. On the square-root branch $n\propto K^{1/2}$, so $S=\tfrac12E_d+\tfrac34kT$. Dividing the density by $T^q$ before taking the logarithm lowers the slope by $q\,kT$. Therefore

- a plot of $\ln(n/T^{3/2})$ has slope $E_d$ on the low branch;
- a plot of $\ln(n/T^{3/4})$ has slope $E_d/2$ on the square-root branch.

The physical difference lies in what supplies the ionized donors. In both cases $n=KN_D^0/N_D^+$, and most of the $M$ available electrons are bound, so $N_D^0\simeq M$. On the low branch $N_D^+\simeq N_A$. The acceptors have emptied these donors for good, and their number does not change with temperature. The free electrons then carry the whole factor $e^{-E_d/kT}$. On the square-root branch $N_D^+\simeq n$. Each electron that reaches the band leaves behind one more empty donor that can capture electrons. This gives $n^2\simeq KM$ and halves the exponent. The energy needed to free one electron is $E_d$ in both cases.

### (e) Find the slope at any temperature, and decide which slope is reached at the lowest temperatures.

**Solution.** Take the logarithm of the law of mass action,

$$
\ln K=\ln n+\ln(n+N_A)-\ln(M-n),
$$

and differentiate with respect to $\ln n$, using $d/d\ln n=n\,d/dn$:

$$
\frac{d\ln K}{d\ln n}=1+\frac{n}{n+N_A}+\frac{n}{M-n}\equiv\frac1p .
$$

The chain rule then gives

$$
S=-\frac{d\ln n}{d\ln K}\,\frac{d\ln K}{d\beta}=p\left(E_d+\tfrac32kT\right).
$$

The factor $p$ contains all the influence of compensation and of donor exhaustion. Its dependence on density follows from

$$
\frac{d}{d\ln n}\,\frac1p=\frac{nN_A}{(n+N_A)^2}+\frac{nM}{(M-n)^2}>0 .
$$

So $1/p$ grows with $n$, and $n$ grows with $T$. On warming, $p$ falls steadily. It tends to zero when $n\to M$ and the donors are exhausted.

At the cold end, $n\to0$. If $N_A>0$, both fractions in $1/p$ vanish and $p\to1$. Within this model, any non-zero density of ionized acceptors leads finally to the full slope $E_d$. If $N_A=0$, the first fraction equals 1 at every density, and $p\to\tfrac12$. This second limit depends on leaving out the doubly occupied donors of part (b). In a layer without acceptors they finally outnumber the free electrons, and the exponent changes from $E_d/2$ to $(E_d+E_2)/2$. A very small $N_A$ does not remove the full slope. It moves it to lower temperature and lower density.

The change between the branches is gradual. At $n=N_A$, which can be reached if $M>N_A$,

$$
\frac1p=\frac32+\frac{N_A}{N_D-2N_A}.
$$

For weak compensation the last term is negligible and $p\simeq\tfrac23$. The compensation density thus marks the middle of the bend, where neither limiting slope holds.

### (f) Where is $p$ equal to one half, and when does this point lie above $N_A$?

**Solution.** Set $1/p=2$:

$$
\frac{n}{M-n}=1-\frac{n}{n+N_A}=\frac{N_A}{n+N_A}.
$$

Multiplying by $n+N_A$ gives

$$
\frac{n(n+N_A)}{M-n}=N_A .
$$

The left side is $K$. For $N_A>0$, the half-slope point is therefore the temperature at which

$$
K(T)=N_A .
$$

The density there follows from $n^2+2N_An=N_AM$. Adding $N_A^2$ to both sides gives $(n+N_A)^2=N_A(M+N_A)=N_AN_D$, hence

$$
n=\sqrt{N_AN_D}-N_A .
$$

This exceeds $N_A$ if $\sqrt{N_AN_D}>2N_A$, that is, if

$$
N_D>4N_A .
$$

The rule that the slope is $E_d/2$ above the compensation density thus needs a condition. For $N_D<4N_A$, the value $p=\tfrac12$ has already been passed when $n$ reaches $N_A$, if $n$ reaches it at all.

Even for $N_D>4N_A$ there need not be a straight section of the plot. Its flatness is measured by the derivative of $1/p$ from part (e). At the half-slope point with $N_A\ll N_D$, one has $n\simeq\sqrt{N_AN_D}$, and each of its two terms is close to $\sqrt{N_A/N_D}$. Thus

$$
\frac{d}{d\ln n}\,\frac1p\simeq2\sqrt{\frac{N_A}{N_D}} .
$$

A clear half-slope section requires this number to be small, which is a much stronger demand than $N_D>4N_A$.

## Second half: Fermi level, an implanted silicon layer, and the limits of the model

The symbols carried over are these. The donor and acceptor densities are $N_D$ and $N_A$, with $M=N_D-N_A$; $E_d$ is the donor binding energy and $N_c\propto T^{3/2}$ the effective density of band states. With $K=\tfrac12N_ce^{-E_d/kT}$, the free-electron density obeys

$$
\frac{n(n+N_A)}{M-n}=K .
$$

The slope of $\ln n$ against $1/kT$, taken positive, is

$$
S=p\left(E_d+\tfrac32kT\right),\qquad
\frac1p=1+\frac{n}{n+N_A}+\frac{n}{M-n}.
$$

The low branch is $n\simeq KM/N_A$, with $p\simeq1$. The square-root branch is $n\simeq\sqrt{KM}$, with $p\simeq\tfrac12$. The value $p=\tfrac12$ occurs at $K=N_A$, where $n=\sqrt{N_AN_D}-N_A$.

### (g) Where does the Fermi level lie on the two branches?

**Solution.** On the low branch the donor occupation is fixed by the acceptors: $N_D^+\simeq N_A$ and $N_D^0\simeq M$. The donor statistics then give

$$
\frac{N_A}{M}\simeq\frac{1}{2e^{\eta+E_d/kT}},\qquad \eta=\frac{E_F-E_c}{kT}.
$$

Solving for $\eta$ and multiplying by $kT$,

$$
E_F\simeq E_c-E_d+kT\ln\frac{M}{2N_A}.
$$

As $T\to0$ the Fermi level goes to the donor level. This must be so, because the donor level remains partly filled: $N_A$ donors are empty and $M$ are occupied.

On the square-root branch, $e^\eta=n/N_c\simeq\sqrt{M/(2N_c)}\,e^{-E_d/2kT}$, so

$$
E_F\simeq E_c-\frac{E_d}{2}+\frac{kT}{2}\ln\frac{M}{2N_c}.
$$

Without acceptors, and with double occupation ignored as in part (b), the donor level would be full at $T=0$, and the Fermi level would then go to the midpoint between the filled donor level and the empty band. Since $n=N_ce^{\eta}$, the two limiting positions give the two exponents directly.

### (h) Phosphorus is implanted into silicon with a total dose of $10^{12}\ \mathrm{cm^{-2}}$, spread evenly over 1000 nm. Compare a well annealed and a poorly annealed layer.

Use $E_d=45$ meV, $m_l=0.916\,m_e$ and $m_t=0.19\,m_e$, which are rounded values for phosphorus in silicon. Sample A has $N_A=10^{13}\ \mathrm{cm^{-3}}$, from background boron. Sample B has $N_A=3\times10^{15}\ \mathrm{cm^{-3}}$, from deep acceptors left by implantation damage. The density of isolated substitutional donors is held the same in both, so that compensation is the one thing that differs.

**Solution.** The donor density is the dose divided by the thickness:

$$
N_D=\frac{10^{12}\ \mathrm{cm^{-2}}}{10^{-4}\ \mathrm{cm}}=10^{16}\ \mathrm{cm^{-3}} .
$$

The masses give $m_{\rm dos}=1.06\,m_e$ and $N_c(300\ \mathrm K)=2.74\times10^{19}\ \mathrm{cm^{-3}}$. At 25 K, $kT=2.154$ meV, and

$$
K=\frac{2.74\times10^{19}}{2}\left(\frac{25}{300}\right)^{3/2}e^{-45/2.154}\ \mathrm{cm^{-3}}
\simeq2.79\times10^{8}\ \mathrm{cm^{-3}} .
$$

For sample A, $M=9.99\times10^{15}\ \mathrm{cm^{-3}}$. The low-branch law gives

$$
\frac{KM}{N_A}=\frac{(2.79\times10^8)(9.99\times10^{15})}{10^{13}}\ \mathrm{cm^{-3}}
\simeq2.79\times10^{11}\ \mathrm{cm^{-3}} .
$$

The full formula gives $2.72\times10^{11}\ \mathrm{cm^{-3}}$. The approximate law is 2.7% higher, in agreement with its error term $(n+K)/N_A=0.027$. For sample B the same law gives $6.5\times10^{8}\ \mathrm{cm^{-3}}$, and its error is negligible. At 25 K, compensation has reduced the free-electron density by a factor of about 400, although $M$ differs by only 30%. The rest comes from the factor $1/N_A$.

The half-slope points are found from $K=N_A$. For A this occurs at 46.1 K, where

$$
n=\sqrt{10^{13}\times10^{16}}-10^{13}=3.06\times10^{14}\ \mathrm{cm^{-3}},
$$

about 31 times $N_A$. For B it occurs at 80.9 K, where

$$
n=\sqrt{(3\times10^{15})(10^{16})}-3\times10^{15}=2.48\times10^{15}\ \mathrm{cm^{-3}},
$$

which is below $N_A$. This agrees with the criterion of part (f), since $N_D/N_A$ is 1000 for A and 3.33 for B.

The two points differ in character. In sample A, $p$ lies between 0.55 and 0.45 from 35.6 to 64.6 K, while $n$ grows by a factor of about 42. In sample B the same interval of $p$ is crossed between 77.3 and 84.7 K, while $n$ grows by a factor of 1.4. The derivative of $1/p$ with respect to $\ln n$ at the half-slope point explains the contrast. It is 0.06 for A and

$$
\frac{2.48\times3}{5.48^2}+\frac{2.48\times7}{4.52^2}\simeq1.1
$$

for B, with densities in units of $10^{15}\ \mathrm{cm^{-3}}$. Sample B has no square-root branch. There the law $n\simeq\sqrt{KM}$ is too high by a factor of 1.85 even at the point where $p=\tfrac12$. In sample A it is too high by 3.2%.

The freeze-out slope is now known at any temperature as $S=p\left(E_d+\tfrac32kT\right)$, and the example shows a square-root branch in the weakly compensated sample A but none in sample B. It remains to see what energies and densities can be read from measurements at two temperatures, how large the neglected effects are, and how the example compares with real implanted layers.

Numerical values quoted here were computed with a short program.
